\section*{Choosing the Response Kernel for Photoabsorption by a Closed 4d Shell}

\section{The question behind the setting}

An extreme-ultraviolet photon of wavelength 13.5 nm meets an atom with a full $4d$ shell and an empty $4f$ shell. If the $4d$ threshold lies below the photon energy of about 92 eV, it can lift a $4d$ electron into an outgoing $f$ wave. If the electrons move independently in a fixed potential, the model atom treated below has a needle of absorption just above the $4d$ threshold and little at 13.5 nm. If the shell's induced charge acts back on its own electrons, the needle disappears and a broad maximum stands close to 13.5 nm.

A program for linear response can let the user choose between these descriptions through the response kernel: none (independent particles), Hartree only, or Hartree plus exchange-correlation. The orbitals are the same in all three. What changes is the field that drives them.

\section{One shell in a dipole field}

Rydberg units are used: $\hbar^2/2m=1$, $e^2=2$, lengths in bohr. The treatment is nonrelativistic and in the dipole approximation. Let $v_s(r)$ be the ground-state Kohn--Sham potential and
\begin{equation}
H_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}+v_s(r),\qquad H_2P=\varepsilon P,\qquad \int P^2dr=1,
\end{equation}
with $P$ the real radial $4d$ orbital. Only the ten $4d$ electrons respond; all others are frozen.

The perturbation is $V e^{-i\omega t}$ plus its Hermitian conjugate, with $V=\phi(r)\cos\theta$ and $\omega$ carrying an infinitesimal positive imaginary part. To first order an orbital $\psi$ acquires $G(\varepsilon+\omega)V\psi$ oscillating as $e^{-i\omega t}$, and $G(\varepsilon-\omega^*)V^\dagger\psi$ oscillating as $e^{i\omega^*t}$, where $G(E)=(E-H)^{-1}$. In $|\psi|^2$ the second piece enters complex conjugated, so the $e^{-i\omega t}$ part of the density is
\begin{equation}
\delta n=\sum_{4d}\left[\psi^*G(\varepsilon+\omega)V\psi+\psi\,G(\varepsilon-\omega)V\psi^*\right].
\end{equation}

The factor $\cos\theta$ connects $l=2$ to $l=1$ and $l=3$. For a filled shell the sum over $m$ must again be proportional to $\cos\theta$:
\begin{equation}
\sum_{mm'}Y_{2m}^*Y_{lm'}\langle lm'|\cos\theta|2m\rangle=A_l\cos\theta .
\end{equation}
Multiplying by $\cos\theta$ and integrating over angles gives $\frac{4\pi}{3}A_l=\sum_m|\langle lm|\cos\theta|2m\rangle|^2$. The squared elements are $(9-m^2)/35$ for $l=3$ and $(4-m^2)/15$ for $l=1$, so the sums are $(45-10)/35=1$ and $(12-2)/15=2/3$. With two spins, and with $y(r)=\frac{4\pi}{3}r^2\delta n(r)$,
\begin{align}
y&=X_0\phi,\qquad c_f=2,\quad c_p=\tfrac43,\\
X_0(r,r')&=\sum_l c_lP(r)\left[G_l(\varepsilon+\omega)+G_l(\varepsilon-\omega)\right]P(r').
\end{align}
The definition of $y$ makes the induced moment simple: $\int z\,\delta n\,d^3r=\frac{4\pi}{3}\int r^3\delta n\,dr=\int r\,y\,dr$.

For an applied field $\phi=r$ define $a(\omega)=-\int r\,y\,dr$. The electron's potential energy in a field $\mathcal E$ is $e\mathcal Ez$ and its dipole is $-ez$, so the polarizability is $e^2a=2a$. With $\hbar c=2/\alpha_{\rm fs}$ in these units, where $\alpha_{\rm fs}$ is the fine-structure constant, the cross section is
\begin{equation}
\sigma=4\pi\frac{\omega}{\hbar c}\,{\rm Im}(2a)=4\pi\alpha_{\rm fs}\,\omega\,{\rm Im}\,a .
\end{equation}

\subsection{Occupied levels must be blocked}

$G_1$ contains the occupied $2p$, $3p$ and $4p$ levels. If all shells responded, a pair of occupied levels $i,j$ would contribute $1/(\omega-\varepsilon_j+\varepsilon_i)$ from $i$ and $1/(\varepsilon_j-\omega-\varepsilon_i)$ from $j$, with equal matrix elements. These cancel. When only $4d$ responds the partner is absent, so the three terms are removed from $X_0$ by hand. Higher $p$ levels and all $f$ levels stay open.

\section{What the kernel adds}

The induced density changes the potential. The dipole part of $1/|\mathbf r-\mathbf r'|$ is $(r_</r_>^2)\cos\gamma$, with $\gamma$ the angle between the two vectors, and $\int\cos\gamma\cos\theta'd\Omega'=\frac{4\pi}{3}\cos\theta$. The Hartree change is therefore $2\int(r_</r_>^2)\,y(r')dr'$. The adiabatic local-density change is $f_{xc}\delta n=3f_{xc}y/(4\pi r^2)$. Together,
\begin{align}
\phi&=r+Ky,\\
K(r,r')&=\frac{2r_<}{r_>^2}+\frac{3f_{xc}(r)}{4\pi r^2}\,\delta(r-r').
\end{align}
Substitution in $y=X_0\phi$ gives the equation to be solved at each frequency,
\begin{equation}
(1-X_0K)\,y=X_0r .
\end{equation}
The three settings are $K=0$, the first term of $K$, and both terms. Here $f_{xc}=dv_{xc}/dn$ is taken at the density of the closed shells $1s$ to $4d$, with Dirac exchange and Gunnarsson--Lundqvist correlation:
\begin{equation}
f_{xc}=-\frac23\left(\frac3\pi\right)^{1/3}n^{-2/3}-\frac{0.0666\times11.4}{3n(r_s+11.4)},
\end{equation}
where $r_s=(3/4\pi n)^{1/3}$. Both terms are negative. The Hartree term is positive as a quadratic form, because $\int yK_Hy$ is proportional to the electrostatic energy of the induced charge. The two parts of $K$ thus pull in opposite directions.

\section{What a static kernel cannot change}

Label the open transitions by $k$, with energies $\omega_k>0$, radial functions $u_k$, transition densities $t_k=\sqrt{c_l}\,Pu_k$ and dipoles $d_k=\int t_kr\,dr$. A discrete notation is used, as in a large box. Adding the two Green functions gives
\begin{equation}
\frac1{\omega-\omega_k}-\frac1{\omega+\omega_k}=\frac{2\omega_k}{\omega^2-\omega_k^2},
\qquad X_0=\sum_k t_k\frac{2\omega_k}{\omega^2-\omega_k^2}t_k .
\end{equation}
Write $y=\sum_k\sqrt{\omega_k}\,g_kt_k$ and $M_{kj}=\int t_kKt_j$. Then $y=X_0(r+Ky)$ requires
\begin{equation}
(\omega^2-\omega_k^2)g_k=2\sqrt{\omega_k}\,d_k+2\sum_j\sqrt{\omega_k}M_{kj}\sqrt{\omega_j}\,g_j .
\end{equation}
With $s_k=\sqrt{\omega_k}d_k$ and $C_{kj}=\omega_k^2\delta_{kj}+2\sqrt{\omega_k\omega_j}M_{kj}$ this is $(\omega^2-C)g=2s$. Since $a=-\sum_k d_k\sqrt{\omega_k}g_k=-s^Tg$,
\begin{equation}
a(\omega)=\sum_I\frac{2f_I}{\Omega_I^2-\omega^2},\qquad CZ_I=\Omega_I^2Z_I,\qquad f_I=(Z_I^Ts)^2 .
\end{equation}
For a real, symmetric, frequency-independent kernel the vectors $Z_I$ are orthonormal, and therefore
\begin{equation}
\sum_If_I=s^Ts=\sum_k\omega_kd_k^2=S .
\end{equation}
The kernel redistributes oscillator strength but does not create it. If $C$ is positive, the $\Omega_I$ are real; a negative eigenvalue would signal an unstable ground state. A frequency-dependent kernel is outside this proof.

The value of $S$ follows from one integration per channel. Letting $H_l$ act on $rP$,
\begin{equation}
(H_l-\varepsilon)rP=-2P'+\frac{l(l+1)-6}{r}P .
\end{equation}
Projecting on $rP$, and using $-2\int rPP'dr=-\int r(P^2)'dr=1$, the complete channel sum is $c_l[1+l(l+1)-6]$. This is $2\times7=14$ for $f$ and $\frac43\times(-3)=-4$ for $p$, in total 10, one unit per electron. The blocked transitions go downward in energy and contribute $-B$. Removing them leaves $S=10+B$. In the example $B=5.794$, so $S=15.794$, of which 14 belongs to the $f$ channel and $-4+5.794=1.794$ to the $p$ channel. A $4d$ strength above ten is thus no error.

\section{Which way the strength moves}

\subsection{One dominant transition}

If one transition dominates, $C$ is a number and
\begin{equation}
\Omega^2=\omega_0^2+2\omega_0M .
\end{equation}
The Hartree part of $M$ raises the frequency and the exchange-correlation part lowers it. An upward shift requires the first to win, as it does in the example below.

Two statements hold beyond this case. The static response is $a(0)=2s^TC^{-1}s$, and a larger positive matrix has a smaller inverse. Hence the Hartree kernel cannot raise the static polarizability above its independent-particle value, and adding $f_{xc}<0$ cannot lower it below the Hartree-only value, as long as $C$ stays positive.

\subsection{A separable kernel}

A continuum can be followed by hand if $K(r,r')$ is replaced by $\kappa rr'$ with $\kappa>0$. Then $\phi=r+\kappa r\int r'y\,dr'=r(1-\kappa a)$. The response is linear, so $a=a_0(1-\kappa a)$, where $a_0$ is the independent-particle value. Solving,
\begin{equation}
a=\frac{a_0}{1+\kappa a_0},\qquad \frac{\phi}{r}=\frac1{1+\kappa a_0},\qquad
{\rm Im}\,a=\frac{{\rm Im}\,a_0}{|1+\kappa a_0|^2}.
\end{equation}
At a strong bare resonance $|\kappa a_0|\gg1$ and the field is screened: absorption is suppressed where the bare calculation puts its maximum. Above the resonance ${\rm Re}\,a_0$ is negative. Where $1+\kappa\,{\rm Re}\,a_0=0$ the field is $\phi/r=-i/(\kappa\,{\rm Im}\,a_0)$. With the time factor $e^{-i\omega t}$ the factor $-i$ means that it leads the applied field by a quarter period. It exceeds the applied field if $\kappa\,{\rm Im}\,a_0<1$. This is antiscreening, and it marks the region of the new maximum. For the model atom below, with $\kappa$ fixed by the static polarizabilities, the separable form puts the maximum near 1.35 Ry above threshold, close to the full-kernel 1.45 Ry, but makes it about three times too high and much too narrow. It gives the position of the maximum, not its shape.

\subsection{The golden rule with a screened field}

The same picture holds for the full kernel. Since $r$ is real and $r=\phi-Ky$,
\begin{equation}
\int r\,y=\int\phi^*X_0\phi-\int(Ky)^*y .
\end{equation}
The last term is real because $K$ is real and symmetric, and so is the part of the first term from ${\rm Re}\,X_0$. Above threshold the imaginary part of $X_0$ comes from $-{\rm Im}\,G_l(\varepsilon+\omega)=\pi u_{El}(r)u_{El}(r')$, with $u_{El}$ the energy-normalized continuum function at $E=\varepsilon+\omega$. Hence
\begin{equation}
{\rm Im}\,a=\pi\sum_lc_l\left|\int u_{El}\,\phi\,P\,dr\right|^2 .
\end{equation}
Initial and final orbitals are those of the bare calculation; the operator $r$ has become $\phi(r,\omega)$.

\section{A model atom}

The potential is $v_s=-(2/r)[(Z-1)\Theta+1]$, with $\Theta=1/[H(e^{r/d}-1)+1]$ and round parameters $Z=50$, $H=4.5$, $d=1$ bohr. It represents no named element. The external potential is whatever remains after the Hartree and exchange-correlation potentials are subtracted from $v_s$.

An $f$ electron feels $12/r^2+v_s$. At $r=0.5$ this is negative, because $1/\Theta\approx3.9$ gives $49\Theta+1\approx13.5$, more than the 12 needed to cancel $12/r^2=48$. At $r=2$ it is positive, because $1/\Theta\approx29.8$ gives $49\Theta+1\approx2.6$, less than the 3 needed there. Beyond $r=6$ it is negative again, since $2/r>12/r^2$. A barrier thus separates an inner well from the outside, and an $f$ wave can be held there for a time.

The $4d$ level lies at $-5.270$ Ry, so the threshold is 71.7 eV. The spectra are:

\begin{center}
\begin{tabular}{lccc}
kernel & peak (eV) & height (Mb) & at 13.5 nm (Mb)\\
\hline
none & 73.6 & 620 & 5.9\\
Hartree & 94.6 & 32.9 & 32.3\\
Hartree + xc & 91.5 & 34.3 & 34.3
\end{tabular}
\end{center}

The bare peak sits $5.408-5.270=0.138$ Ry above threshold and stays above half its height from 0.11 to 0.18 Ry, a width of about 0.07 Ry or 1 eV. This fits an $f$ wave held behind the barrier. With the full kernel the half-height range is 0.61 to 2.84 Ry. The new peak, 1.45 Ry above threshold, lies well above the top of the barrier at about 0.37 Ry, so an $f$ wave of that energy is no longer held behind it. This favours a broad maximum but does not by itself account for the full width.

The Hartree kernel moves the peak by $94.55-73.58=20.97$ eV, and exchange-correlation takes back $94.55-91.46=3.09$ eV, about 15\% of that shift. In the one-transition formula the peak energies correspond to
\begin{align}
M_{\rm full}&=\frac{6.723^2-5.408^2}{2\times5.408}\approx1.47\ {\rm Ry},\\
M_{H}&=\frac{6.949^2-5.408^2}{2\times5.408}\approx1.76\ {\rm Ry}.
\end{align}
These are effective values, since the final peaks are too broad to be single transitions.

\subsection{Where the strength went}

Strength up to a frequency $\omega_c$, bound lines included, is $F=\frac1\pi\int_0^{\omega_c}\omega\,{\rm Im}\,a\,d\omega$. Because $a$ is analytic in the upper half plane, the path may run up the imaginary axis and return on a quarter circle. On the imaginary axis $a$ and $\omega\,d\omega$ are both real, so that piece drops out. On the arc $\omega=\omega_ce^{i\vartheta}$, $d\omega=i\omega\,d\vartheta$, and $\vartheta$ runs from $\pi/2$ to 0:
\begin{equation}
F(\omega_c)=-\frac1\pi{\rm Re}\int_0^{\pi/2}\omega^2a(\omega)\,d\vartheta .
\end{equation}
The full-kernel curve overtakes the bare one at 5.903 Ry. With that energy and 15.27 Ry as boundaries, the strengths are:

\begin{center}
\begin{tabular}{lcccc}
kernel & bound & to 5.903 & to 15.27 & beyond\\
\hline
none & 0.88 & 8.33 & 2.25 & 4.34\\
Hartree & 0.69 & 0.46 & 10.01 & 4.63\\
Hartree + xc & 0.79 & 0.60 & 9.83 & 4.58
\end{tabular}
\end{center}

The last column is what remains of $S=15.794$, so each row adds up to 15.8 by construction, within rounding. Between the first and last rows the two lower regions lose $0.09+7.73=7.82$ units and the two upper regions gain $7.58+0.24=7.82$. About half of the open strength has moved.

The change is not an increase at every higher energy. At 4 Ry above threshold the full kernel gives 4.72 Mb against 0.54 Mb, but at 6 Ry it gives 0.38 against 0.56 Mb. The curves therefore cross again in between. At 10 Ry the values are 0.88 and 0.97 Mb, a difference of about 9\% of the bare value.

\subsection{The field inside the shell}

At the bare peak the full kernel multiplies the $f$-channel intensity by 0.0024; at its own peak, by 6.4. Near $r=1$ bohr the second case has $\phi/r=0.31-1.84i$, mainly a quarter-period lead, as in the separable model. At the bare peak $\phi/r=-0.27-0.08i$, whose squared magnitude, 0.08, is some thirty times the intensity factor. A uniform $\phi/r$ would make the two equal, so the screened field varies across the shell, and its value at one radius does not give the absorption.

\section{Guidance for the setting}

\textbf{No kernel.} In the separable model this is adequate if $|\kappa a_0|\ll1$ at the frequency of interest. For the full kernel a small $|\kappa a_0|$ is not sufficient: the induced field need not be proportional to $r$, so the single number $\kappa a_0$ can understate it, and near a zero of the bare dipole matrix element its effect is magnified. At 4 Ry above threshold $|\kappa a_0|$ is only about 0.25, with $\kappa$ chosen to reproduce the static values, and the separable model raises the cross section by a factor 1.8, yet the full kernel raises it almost ninefold. Both causes act there: the induced field, in root mean square over the $4d$ density, is about 0.9 of the applied field, and the bare $f$ matrix element is close to its zero near 4.4 Ry above threshold. A cheap warning comes from zero frequency, where the separable model gives $a_0/a=1+\kappa a_0$. Here the static polarizability falls from 1.50 to 1.01 bohr$^3$, by 32\%, which already rules out neglect at low frequency. A small static change is no licence, because $|a_0|$ can be far larger at a resonance. In this example the bare cross section at 13.5 nm is too small by a factor $34.3/5.9\approx5.8$ relative to the full kernel.

\textbf{Hartree only.} This contains the main displacement here. Relative to the full kernel its static polarizability is too low, 0.97 against 1.01 bohr$^3$, in the direction derived above, and its peak is 3 eV too high. At 13.5 nm the two differ by only 6\%, because both maxima are broad and close by. At 0.5 Ry above threshold they differ more: 9.7 against 12.8 Mb.

\textbf{Hartree plus exchange-correlation.} This is the consistent choice for local-density response. It remains an approximation: the exchange-correlation part of the kernel is local and has no memory.

\textbf{Energy mesh and broadening.} These must suit the narrowest spectrum being compared. Without a kernel that means steps well below 0.07 Ry; an artificial width of 1 eV would be as large as the bare resonance. Outgoing waves can be treated without such a width by rotating the radial coordinate into the complex plane outside the shell, so that $e^{ikr}$ decays. That was done here.

\textbf{Checks on a calculation.} First, the strength sum must agree between settings. Second, a rigid displacement tests $X_0$ with the blocked levels restored: a field $dv_s/dr$ must produce $\delta n=dn_{4d}/dr$, whose moment is
\begin{equation}
\int r\,y\,dr=\frac{4\pi}3\int r^3\frac{dn_{4d}}{dr}dr=-4\pi\int r^2n_{4d}\,dr=-10 .
\end{equation}
Third, the screened golden rule must reproduce ${\rm Im}\,a$. All three were tested for the model atom, the first for no kernel and the full kernel, the last at the bare and full-kernel peaks with separately integrated continuum functions, to a relative tolerance of $10^{-3}$. The numerical output follows the text.

\textbf{What the setting cannot repair.} Response of other shells, relaxation around the $4d$ hole, spin--orbit splitting, multiplets and Auger widths are absent from all three choices. The bare resonance also depends on a barrier that $v_s$ fixes, so a different ground-state potential can shift the spectrum before any kernel acts. For a real atom the potential deserves as much scrutiny as the kernel.

\section*{Computed values}
\begin{verbatim}
model: Z = 50, H = 4.5, d = 1.0 bohr
4d level = -5.2703 Ry; threshold = 71.71 eV
4d mean square radius = 0.9340 bohr^2
blocked 2p, 3p, 4p levels (Ry): [-308.941  -60.367  -10.214]
full f-channel strength sum = 14.00000
full p-channel strength sum = -4.00000
removed strength B = 5.7941
open strength S = 10 + B = 15.7941
strength of coupled modes = 15.7941
independent: static polarizability = 1.4965 bohr^3
  peak at 5.408 Ry = 73.58 eV, height 619.93 Mb
  above half maximum: excess 0.11 to 0.18 Ry
Hartree only: static polarizability = 0.9650 bohr^3
  peak at 6.949 Ry = 94.55 eV, height 32.87 Mb
  above half maximum: excess 0.71 to 3.07 Ry
full TDLDA: static polarizability = 1.0146 bohr^3
  peak at 6.723 Ry = 91.46 eV, height 34.28 Mb
  above half maximum: excess 0.61 to 2.84 Ry
TDLDA overtakes independent particles at 5.903 Ry
top of scanned window = 15.270 Ry
strengths: below threshold | to crossing | to top | beyond top
  independent: 0.88 | 8.33 | 2.25 | 4.34
  Hartree only: 0.69 | 0.46 | 10.01 | 4.63
  full TDLDA: 0.79 | 0.60 | 9.83 | 4.58
independent bound strength from discrete lines = 0.89
f intensity ratio screened/bare at independent peak = 0.0024
f intensity ratio screened/bare at TDLDA peak = 6.4310
phi/r at r = 1.000 bohr, independent peak: -0.268 -0.080i
phi/r at same radius, TDLDA peak: 0.307 -1.843i
13.5 nm photon = 6.7501 Ry = 91.84 eV
cross sections at 13.5 nm (Mb), same order: [ 5.9  32.28 34.27]
excess energy (Ry) and cross sections (Mb), same order:
   0.10   229.84     1.95     2.36
   0.25    90.24     3.70     4.69
   0.50    24.62     9.71    12.81
   0.75    14.92    17.90    22.86
   1.00    10.47    25.13    30.06
   1.50     5.77    32.39    34.24
   2.00     3.30    31.52    30.36
   3.00     1.16    17.49    14.81
   4.00     0.54     5.93     4.72
   6.00     0.56     0.44     0.38
  10.00     0.97     0.87     0.88
\end{verbatim}
